# Carbonyl stretches of M(CO)6 with distinct cis and trans force constants

An octahedral hexacarbonyl M(CO)$_6$ has six C–O bonds of equal length, pointing along the unit vectors $\mathbf e_1,\dots,\mathbf e_6=+x,+y,+z,-x,-y,-z$. The trans pairs are therefore (1,4), (2,5) and (3,6), and the other twelve pairs are cis. Let $r_i$ be the extension of bond $i$ from its equilibrium length. The carbonyl-only potential is

$$
V=\tfrac12 k\sum_i r_i^2+k_c\sum_{\text{cis pairs}}r_ir_j+k_t\sum_{\text{trans pairs}}r_ir_j ,
$$

with each pair counted once. The original Cotton–Kraihanzel scheme sets $k_t=2k_c$. Here the two interaction constants are independent, and that restriction is examined in part (e).

All carbonyls have the same isotopes, the motion is harmonic, and until part (f) no other coordinate has a force constant. The numerical example is an unnamed model compound with $k=1650$, $k_c=25$ and $k_t=55$ N/m, carbon and oxygen masses of 12.0000 and 15.9949 u, and a metal of mass 100 u.

## (a) From the potential to a six-by-six eigenvalue problem

**Find the equation of motion of the bond extensions, and the matrix whose eigenvalues give the squared frequencies.**

**Solution.** Let $\mathbf u$ denote small atomic displacements. To first order,

$$
r_i=\mathbf e_i\cdot(\mathbf u_{O_i}-\mathbf u_{C_i}).
$$

Sideways displacements change a bond length only at second order. Since $V$ is already quadratic in the $r_i$, they do not enter its harmonic part.

If $\partial V/\partial r_i$ is positive, the bond pulls its oxygen inward and its carbon outward:

$$
m_O\ddot{\mathbf u}_{O_i}=-\mathbf e_i\frac{\partial V}{\partial r_i},\qquad
m_C\ddot{\mathbf u}_{C_i}=+\mathbf e_i\frac{\partial V}{\partial r_i}.
$$

Divide by the masses, subtract, and project on $\mathbf e_i$:

$$
\ddot r_i=-\mu\frac{\partial V}{\partial r_i},\qquad \mu=\frac1{m_C}+\frac1{m_O}.
$$

Note that $\mu$ is an inverse mass. Different C–O bonds share no atom, so the kinetic energy does not couple them. In Wilson's notation, the C–O block of the $G$ matrix is $\mu I$.

Differentiating $V$ gives

$$
\frac{\partial V}{\partial r_i}=k\,r_i+k_c\sum_{j\text{ cis to }i}r_j+k_t\,r_{\text{trans to }i}\equiv\sum_jF_{ij}r_j .
$$

The interaction constants appear without a factor of 2 because each pair was counted once in $V$. Inserting $r_i=a_i\cos\omega t$ gives $-\omega^2a_i=-\mu\sum_jF_{ij}a_j$, or

$$
\mu F\mathbf a=\lambda\mathbf a,\qquad \lambda=\omega^2=(2\pi c\tilde\nu)^2,
$$

where $c$ is the speed of light and $\tilde\nu$ the wavenumber.

The molecule has 39 Cartesian coordinates. Six combinations acquire nonzero frequencies. Of the other 33, six are rigid translations and rotations and 27 are real vibrations for which this model supplies no restoring force.

If one carbonyl carried another isotope, its $\mu$ would differ from the rest. The matrix would then no longer be a number times $F$, and the symmetry solution below would not hold for all six modes. Only the three modes that can be chosen with the substituted bond at rest, one from the $E_g$ level and two from the $T_{1u}$ level found below, would keep their frequencies.

## (b) The eigenvalues

**Diagonalize $F$ for arbitrary $k$, $k_c$ and $k_t$.**

**Solution.** Let $P$ exchange the members of every trans pair, so that $(P\mathbf a)_1=a_4$, and so on. Let $J$ be the matrix with all entries 1. The matrix $A$ that connects each bond to its four cis neighbours is what remains of $J$ after removing the bond itself and its trans partner:

$$
A=J-I-P,\qquad F=kI+k_cA+k_tP .
$$

Permuting the rows or columns of $J$ leaves it unchanged, so $PJ=JP=J$. Hence $P$, $J$ and $A$ commute and can be diagonalized together. Exchanging partners twice restores the original order, so $P^2=I$ and the eigenvalues of $P$ are $\pm1$.

*Odd vectors, $P=-1$.* These have the form $(a,b,c',-a,-b,-c')$ and span three dimensions. Their entries sum to zero, so $J$ gives zero. Then $A=0-1-(-1)=0$, and

$$
F=k-k_t\quad\text{(three times)}.
$$

*Even vectors, $P=+1$.* These have the form $(a,b,c',a,b,c')$ and also span three dimensions. They divide according to the sum of their entries.

For $a=b=c'$, every row of $J$ adds six equal entries, so $J=6$ and $A=6-1-1=4$. This gives

$$
F=k+4k_c+k_t\quad\text{(once)}.
$$

For $a+b+c'=0$, $J=0$ and $A=0-1-1=-2$. This gives

$$
F=k-2k_c+k_t\quad\text{(twice)}.
$$

All six dimensions are accounted for. The trace provides a check:

$$
(k+4k_c+k_t)+2(k-2k_c+k_t)+3(k-k_t)=6k,
$$

which equals the sum of the diagonal elements of $F$. The harmonic model is stable against these motions if all three values are positive.

## (c) Symmetry species and spectroscopic activity

**Assign the three levels to species of $O_h$, give normalized coordinates, and find which levels are active in infrared absorption and Raman scattering.**

**Solution.** For the $x$ axis define $\sigma_x=r_1+r_4$ and $\delta_x=r_1-r_4$, and similarly for $y$ and $z$. Every operation of $O_h$ permutes the three axes and may reverse their directions. Reversing $x$ exchanges $r_1$ and $r_4$. This changes the sign of $\delta_x$ but leaves $\sigma_x$ alone.

The $\delta$ coordinates therefore transform as $x,y,z$, which is $T_{1u}$. The $\sigma$ coordinates transform as $x^2,y^2,z^2$. Their total is invariant and belongs to $A_{1g}$. The two remaining combinations transform as $x^2-y^2$ and $2z^2-x^2-y^2$, the pair that defines $E_g$. Thus

$$
\boxed{\begin{aligned}
\lambda(A_{1g})&=\mu(k+4k_c+k_t),\\
\lambda(E_g)&=\mu(k-2k_c+k_t),\\
\lambda(T_{1u})&=\mu(k-k_t).
\end{aligned}}
$$

Normalized coordinates are

$$
\begin{aligned}
S_A&=\frac{\sigma_x+\sigma_y+\sigma_z}{\sqrt6},\\
S_{E,1}&=\frac{2\sigma_z-\sigma_x-\sigma_y}{\sqrt{12}},\qquad
S_{E,2}=\frac{\sigma_x-\sigma_y}{2},\\
S_{T,x}&=\frac{\delta_x}{\sqrt2},\quad\text{and likewise for }y,z.
\end{aligned}
$$

One row of $F$ shows how the signs arise. In $S_{E,2}$, take bonds 1 and 4 with amplitude $+1$, bonds 2 and 5 with $-1$, and bonds 3 and 6 at rest. Bond 1 then feels $k$ from itself, $+k_t$ from bond 4, and $-2k_c$ from bonds 2 and 5. In $S_{T,x}$ only bonds 1 and 4 move, with opposite signs. Bond 1 feels $k-k_t$, while on every bond cis to them the two contributions of $k_c$ cancel. This is why $k_c$ is absent from the $T_{1u}$ level.

For infrared activity, let each bond contribute a dipole change $p'\mathbf e_ir_i$. The total is

$$
\Delta\mathbf p=p'\sum_i\mathbf e_ir_i=p'(\delta_x,\delta_y,\delta_z).
$$

It vanishes for $A_{1g}$ and $E_g$, where all $\delta$ are zero, and is nonzero for $T_{1u}$ if $p'\neq0$.

For Raman activity, let a bond's polarizability change by $\alpha_\parallel'r_i$ along its axis and $\alpha_\perp'r_i$ across it. Summing the six tensors gives

$$
\Delta\alpha=(\alpha_\parallel'-\alpha_\perp')\,\mathrm{diag}(\sigma_x,\sigma_y,\sigma_z)+\alpha_\perp'(\sigma_x+\sigma_y+\sigma_z)I .
$$

This vanishes for $T_{1u}$. For $A_{1g}$ it is isotropic and proportional to $\alpha_\parallel'+2\alpha_\perp'$. For $E_g$ it is traceless and proportional to $\alpha_\parallel'-\alpha_\perp'$. If $p'$ and both of these polarizability combinations are nonzero, the fundamentals of this model give one carbonyl band in infrared absorption and two in Raman scattering.

## (d) Ordering, numbers and inversion

**Find the conditions for the order $A_{1g}>E_g>T_{1u}$, calculate the model wavenumbers, and recover the force constants from the three bands.**

**Solution.** Define $F_\Gamma=\lambda_\Gamma/\mu$. Subtraction gives

$$
F_A-F_E=6k_c,\qquad F_E-F_T=2(k_t-k_c).
$$

The stated order therefore requires $k_t>k_c>0$. Two limits show what each constant does:

- If $k_c=0$, the three OC–M–CO axes are independent. Each has an in-phase level $k+k_t$ and an out-of-phase level $k-k_t$, so $A_{1g}$ and $E_g$ coincide.
- If $k_t=k_c$, every pair of bonds interacts equally. $E_g$ and $T_{1u}$ then coincide at $k-k_c$, and only the totally symmetric mode stands apart.

For the model,

$$
\begin{aligned}
F_A&=1650+100+55=1805\ \text{N/m},\\
F_E&=1650-50+55=1655\ \text{N/m},\\
F_T&=1650-55=1595\ \text{N/m}.
\end{aligned}
$$

With $\mu=0.145853\ \text{u}^{-1}$, the $A_{1g}$ eigenvalue is $0.145853\times1805=263.26$ N m$^{-1}$ u$^{-1}$. Dividing by the kilogram value of 1 u and taking the square root gives $\omega=3.982\times10^{14}\ \text{s}^{-1}$. Division by $2\pi c$ gives $\tilde\nu_A=2113.8\ \text{cm}^{-1}$. Since $\tilde\nu\propto\sqrt{F}$,

$$
\begin{aligned}
\tilde\nu_E&=2113.8\sqrt{1655/1805}=2024.1\ \text{cm}^{-1},\\
\tilde\nu_T&=2024.1\sqrt{1595/1655}=1987.1\ \text{cm}^{-1}.
\end{aligned}
$$

The numerical output obtains these levels from the Cartesian Hessian of all 13 atoms, built from actual bond lengths.

To invert the relations, first convert each band with $F_\Gamma=(2\pi c\tilde\nu_\Gamma)^2/\mu$. The combination $F_A+2F_E$ removes $k_c$ and equals $3(k+k_t)$, while $3F_T=3(k-k_t)$. Adding and subtracting these two gives

$$
k=\frac{F_A+2F_E+3F_T}{6},\qquad
k_t=\frac{F_A+2F_E-3F_T}{6},
$$

and the first splitting gives $k_c=(F_A-F_E)/6$. For example, $k_t=(1805+3310-4785)/6=55$ N/m. Three different levels determine three constants. The infrared band alone determines only $k-k_t$.

The inversion also shows how band errors propagate. From $F\propto\tilde\nu^2$, $dF=2F\,d\tilde\nu/\tilde\nu$. An error of $+1\ \text{cm}^{-1}$ in the $E_g$ band changes $F_E$ by $2\times1655/2024.1=1.6$ N/m. This changes $k$ and $k_t$ by about $+0.5$ N/m each and $k_c$ by about $-0.3$ N/m. Relative to their values, the interaction constants are much more sensitive than $k$.

Observed fundamentals also contain anharmonic shifts. Constants obtained by inserting them here are effective constants, not second derivatives of the true potential surface.

## (e) The restriction $k_t=2k_c$

**Give a simple reason for the restriction, derive a test of it from three bands, and find the error it causes in the model.**

**Solution.** A simple argument considers back-donation from the metal $d_{xy}$, $d_{yz}$ and $d_{zx}$ orbitals into carbonyl $\pi^*$ orbitals. A carbonyl on the $z$ axis uses $d_{yz}$ and $d_{zx}$. Its trans partner uses the same two, whereas a carbonyl on the $x$ axis shares only $d_{zx}$ with it. If each shared orbital contributes equally and nothing else couples the bonds, then $k_t=2k_c$.

The argument also suggests a positive sign. Stretching one C–O bond lowers its $\pi^*$ level and draws in more metal density, leaving less for the other carbonyls, whose bonds then tend to shorten. In the potential, holding $r_i>0$ and minimizing over another bond $r_j$ alone gives $r_j=-(k_{ij}/k)r_i$, where $k_{ij}$ is $k_c$ or $k_t$. This is a shortening if $k_{ij}>0$. The orbital argument is a model assumption. It does not follow from octahedral symmetry, which leaves $k_c$ and $k_t$ independent.

With the restriction, the levels become

$$
F_A=k+6k_c,\qquad F_E=k,\qquad F_T=k-2k_c .
$$

Two constants now describe three levels, so the levels must satisfy a condition. In the unrestricted model,

$$
\begin{aligned}
F_A-4F_E+3F_T
&=(1-4+3)k+(4+8)k_c+(1-4-3)k_t\\
&=6(2k_c-k_t).
\end{aligned}
$$

This vanishes precisely when $k_t=2k_c$. The model gives $1805-6620+4785=-30$ N/m, in agreement with $6(50-55)$.

Suppose that only the $A_{1g}$ and $T_{1u}$ bands are known and the restriction is imposed. Subtracting the restricted levels gives

$$
k_c=\frac{F_A-F_T}{8}=\frac{1805-1595}{8}=26.25\ \text{N/m}.
$$

Then $k_t=52.50$ N/m and $k=F_T+2k_c=1647.50$ N/m. The predicted $E_g$ level is this $k$, so the prediction is 2019.5 cm$^{-1}$. It lies 4.6 cm$^{-1}$ below the model value.

The error follows from the same condition. The fitted value is $k=(F_A+3F_T)/4$, so its difference from the true $F_E$ is

$$
\frac{F_A-4F_E+3F_T}{4}=-7.5\ \text{N/m}.
$$

To first order the wavenumber changes by $2024.1\times(-7.5)/(2\times1655)=-4.6\ \text{cm}^{-1}$. The fitted interaction constants look reasonable, and two bands alone cannot reveal that the restriction is violated. The third band can, provided that the errors and anharmonic shifts of all three bands together change $F_A-4F_E+3F_T$ by much less than the 30 N/m found here. A shift common to all three $F_\Gamma$ cancels from this combination, since its coefficients sum to zero. Shifts that differ between species do not. From $dF=2F\,d\tilde\nu/\tilde\nu$, an error of $+1\ \text{cm}^{-1}$ in the $A_{1g}$, $E_g$ or $T_{1u}$ band changes the combination by $+1.7$, $-6.5$ or $+4.8$ N/m, so a shift of about 6 cm$^{-1}$ in $T_{1u}$ alone is as large as the whole signal. Anharmonic corrections need not be equal for the three species, and the M–C stretches of part (f) add about 3.5 N/m even when $k_t=2k_c$ holds exactly. Applied to observed fundamentals, the condition therefore tests the effective constants, not the true potential surface.

## (f) What the missing M–C stretches do

**Add an M–C stretching constant $f$ for each bond. Find its effect on the carbonyl levels and on the constants inferred by a carbonyl-only fit.**

**Solution.** Let $s_i=\mathbf e_i\cdot(\mathbf u_{C_i}-\mathbf u_M)$ be the M–C extension, and add $\tfrac12f\sum_is_i^2$ to the potential. Bending constants and interactions between M–C and C–O stretches remain zero.

Both $r_i$ and $s_i$ can follow the same symmetry pattern, for which $F$ acts as the number $F_\Gamma$. The carbon now feels $F_\Gamma r_i-fs_i$ along $\mathbf e_i$, while the metal feels $f\sum_js_j\mathbf e_j$. Therefore

$$
\begin{aligned}
\ddot r_i&=-\mu F_\Gamma r_i+\frac f{m_C}s_i,\\
\ddot s_i&=\frac{F_\Gamma r_i-fs_i}{m_C}-\frac f{m_M}\sum_j(\mathbf e_i\cdot\mathbf e_j)s_j .
\end{aligned}
$$

The scalar products are 1 for the same bond, $-1$ for trans bonds and 0 for cis bonds, so they form the matrix $I-P$. This gives 0 for the even species and 2 for $T_{1u}$. The metal recoils only in $T_{1u}$. Define

$$
g_A=g_E=\frac1{m_C},\qquad g_T=\frac1{m_C}+\frac2{m_M}.
$$

Replacing each second derivative by $-\lambda$ gives

$$
(\lambda-\mu F_\Gamma)r_i=-\frac f{m_C}s_i,\qquad
(\lambda-g_\Gamma f)s_i=-\frac{F_\Gamma}{m_C}r_i ,
$$

and elimination of $r_i$ and $s_i$ yields

$$
(\lambda-\mu F_\Gamma)(\lambda-g_\Gamma f)=\frac{F_\Gamma f}{m_C^2}.
$$

The upper root is the carbonyl level. Write it as $\lambda=\mu F'_\Gamma$ and set $\beta=1/(m_C\mu)=m_O/(m_C+m_O)$. Then

$$
F'_\Gamma-F_\Gamma=f\beta^2\,\frac{F_\Gamma}{F'_\Gamma-g_\Gamma f/\mu}.
$$

For small $f$ the fraction tends to 1, and every species rises by $f\beta^2$. The factor has a direct meaning. In a free C–O stretch the carbon moves by a fraction $\beta$ of the bond extension, so it compresses the M–C bond by $\beta r_i$ and stores the extra energy $\tfrac12f\beta^2r_i^2$.

To the next order, insert $F'_\Gamma\approx F_\Gamma+f\beta^2$ in the denominator:

$$
F'_\Gamma-F_\Gamma\approx f\beta^2\left[1+\frac f{F_\Gamma}\left(\frac{g_\Gamma}\mu-\beta^2\right)\right].
$$

For $f=200$ N/m, $\beta^2=0.3264$ and the first-order rise is 65.29 N/m. For the even species $g/\mu=\beta=0.571$, and the bracket for $A_{1g}$ is $1+0.1108\times0.245=1.027$. This gives a rise of 67.1 N/m. For $T_{1u}$, recoil adds $2/(m_M\mu)=0.137$, and the bracket becomes $1+0.1254\times0.382=1.048$, giving 68.4 N/m. The 13-atom calculation gives rises of 67.04, 67.20 and 68.43 N/m for $A_{1g}$, $E_g$ and $T_{1u}$.

The spread of these three rises is 1.39 N/m. With the metal held almost fixed by a very large mass, it falls to 0.23 N/m. Recoil therefore accounts for most of the spread, and the remainder comes from the factor $1/F_\Gamma$ in the bracket.

The wavenumbers become 2152.7, 2064.8 and 2029.2 cm$^{-1}$, which are 38.9, 40.7 and 42.2 cm$^{-1}$ above the carbonyl-only values. A carbonyl-only inversion of these bands gives $k=1717.79$, $k_c=24.97$ and $k_t=54.36$ N/m. Nearly all of the M–C effect has entered $k$, because a common rise of all $F_\Gamma$ cancels from the formulas for $k_c$ and $k_t$.

In this extended model, the fitted $k$ is about 68 N/m larger than the C–O constant in the potential, while the interaction constants change by less than 1 N/m. This near-separation has been shown for a diagonal M–C constant of 200 N/m and a metal mass of 100 u. Because recoil acts only on $T_{1u}$, the error in $k_t$ grows if $f$ is larger or the metal lighter. Neither the size nor the sign of the shift in $k$ carries over to real carbonyls, because the interaction $f'\sum_ir_is_i$ between the M–C and C–O stretches of the same ligand was set to zero. Since $s_i\approx-\beta r_i$ in a carbonyl mode, this term changes the first-order rise to $f\beta^2-2\beta f'$. For $f=200$ N/m this vanishes at $f'=\beta f/2\approx57$ N/m and is negative beyond it. Interactions between M–C and C–O stretches on different ligands could enter $k_c$ and $k_t$ directly, and their effect is not estimated here.

## Computed results

```
mass of C: 12.0000 u
mass of O: 15.9949 u
mass of M: 100.0 u
inverse reduced mass mu: 0.145853 1/u
reduced mass of CO: 6.8562 u
input k: 1650.0 N/m
input kc: 25.0 N/m
input kt: 55.0 N/m
F(A1g) from Hessian: 1805.00 N/m
F(Eg) from Hessian: 1655.00 N/m
F(T1u) from Hessian: 1595.00 N/m
wavenumber A1g: 2113.8 cm^-1
wavenumber Eg: 2024.1 cm^-1
wavenumber T1u: 1987.1 cm^-1
recovered k: 1650.00 N/m
recovered kc: 25.00 N/m
recovered kt: 55.00 N/m
F(A1g) - 4 F(Eg) + 3 F(T1u): -30.00 N/m
Restricted fit kt = 2 kc to A1g and T1u:
  k: 1647.50 N/m
  kc: 26.25 N/m
  kt: 52.50 N/m
  predicted Eg: 2019.5 cm^-1
  predicted minus model Eg: -4.6 cm^-1
With M-C stretching constant f: 200.0 N/m
  first-order factor (mO/(mC+mO))^2: 0.3264
  first-order rise of every F: 65.29 N/m
  actual rise of F(A1g): 67.04 N/m
  actual rise of F(Eg): 67.20 N/m
  actual rise of F(T1u): 68.43 N/m
  wavenumber A1g: 2152.7 cm^-1, shift 38.9 cm^-1
  wavenumber Eg: 2064.8 cm^-1, shift 40.7 cm^-1
  wavenumber T1u: 2029.2 cm^-1, shift 42.2 cm^-1
  apparent k: 1717.79 N/m
  apparent kc: 24.97 N/m
  apparent kt: 54.36 N/m
  spread of the three rises, M = 100 u: 1.39 N/m
  spread of the three rises, fixed M: 0.23 N/m
```
